# Both roots of coupled-cluster doubles in minimal-basis H2

When the two atoms of H2 are pulled apart, a single determinant with both electrons in the bonding orbital becomes a poor description: it keeps a large probability of finding both electrons on the same atom. Coupled-cluster theory nevertheless starts from that determinant. With one orbital per atom, the question of whether it can recover the correct state can be settled by hand. The doubles equation is a quadratic, and each of its two roots belongs to an eigenstate.

## Setting and conventions

The nuclei are fixed at distance $R$. Each atom carries one real, normalized 1s function, $a$ or $b$, with overlap $S=\langle a|b\rangle$ and $0<S<1$. The two molecular orbitals are fixed by symmetry:

$$g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}}.$$

Inversion through the bond midpoint exchanges $a$ and $b$, so $g\to g$ (gerade) and $u\to -u$ (ungerade). Hartree atomic units are used. $H$ is the non-relativistic electronic Hamiltonian plus the nuclear repulsion $V_{nn}=1/R$. The one-electron energies $h_g,h_u$ contain kinetic energy and attraction to both nuclei, and

$$(pq|rs)=\iint p(1)q(1)\,\frac{1}{r_{12}}\,r(2)s(2)\,d^3r_1\,d^3r_2 .$$

Let $\Phi_0$ be the determinant with both electrons in $g$. The operator

$$P=a^\dagger_{u\alpha}a_{g\alpha}\,a^\dagger_{u\beta}a_{g\beta}$$

moves both electrons to $u$, and $\Phi_1=P\Phi_0$. The coupled-cluster doubles (CCD) state is $\Psi=e^{T}\Phi_0$ with $T=tP$ and one unknown real amplitude $t$. Its equations are

$$\langle\Phi_1|e^{-T}He^{T}|\Phi_0\rangle=0,\qquad E=\langle\Phi_0|e^{-T}He^{T}|\Phi_0\rangle .$$

Define $E_0=\langle\Phi_0|H|\Phi_0\rangle$, $E_1=\langle\Phi_1|H|\Phi_1\rangle$, $K=\langle\Phi_1|H|\Phi_0\rangle$ and $\Delta=(E_1-E_0)/2$.

**Theorem.** Under these assumptions $K>0$, and the CCD amplitude equation is

$$Kt^2-2\Delta t-K=0. \tag{1}$$

It has two real roots, $t_-<0<t_+$, with $t_-t_+=-1$. The energies $E_\pm=E_0+Kt_\pm$ are the two gerade singlet eigenvalues of full configuration interaction (full CI) in this basis.

## Lemma 1: there are two gerade singlets

*The gerade part of the two-electron space is spanned by $\Phi_0$ and $\Phi_1$, and both are singlets.*

*Proof.* Two electrons in the four spin orbitals $g\alpha,g\beta,u\alpha,u\beta$ give $\binom{4}{2}=6$ determinants. Inversion multiplies a determinant by $-1$ for each electron in $u$. Determinants with zero or two electrons in $u$ are therefore gerade, and there is one of each: $\Phi_0$ and $\Phi_1$. Each has a doubly filled orbital, which forces the spins to pair to a singlet. The other four have one electron in each orbital. They are ungerade and form one triplet (three states) and one singlet. $\square$

Since $H$ commutes with inversion, it has no matrix element between the two groups. The gerade part of full CI is thus a $2\times2$ problem. Single excitations from $\Phi_0$ are ungerade, so they do not couple to $e^T\Phi_0$. If singles are added to the theory (CCSD), their equations are satisfied with zero singles amplitudes, and the CCD solutions remain solutions.

## Lemma 2: the matrix elements

*With $V_{nn}$ included,*

$$E_0=2h_g+(gg|gg)+V_{nn},\quad E_1=2h_u+(uu|uu)+V_{nn},\quad K=(gu|gu)>0.$$

*Proof.* First the sign of $\Phi_1$. Write $\Phi_0=a^\dagger_{g\alpha}a^\dagger_{g\beta}|\mathrm{vac}\rangle$. The pairs $a^\dagger_{u\alpha}a_{g\alpha}$ and $a^\dagger_{u\beta}a_{g\beta}$ each replace one creation operator in its place, without a change of sign, so $\Phi_1=a^\dagger_{u\alpha}a^\dagger_{u\beta}|\mathrm{vac}\rangle$. As wavefunctions,

$$\Phi_0=g(1)g(2)\,\sigma,\qquad \Phi_1=u(1)u(2)\,\sigma,\qquad \sigma=\frac{\alpha(1)\beta(2)-\beta(1)\alpha(2)}{\sqrt2}.$$

The spin factor $\sigma$ is normalized and drops out. In $E_0$ each electron contributes $h_g$ and the pair repulsion is $(gg|gg)$; $E_1$ follows with $u$ in place of $g$. In $K$, the one-electron terms and $V_{nn}$ vanish because at least one factor $\langle u|g\rangle=0$ remains. The repulsion gives

$$K=\iint u(1)u(2)\frac1{r_{12}}g(1)g(2)\,d^3r_1d^3r_2=(gu|gu).$$

This is the repulsion of the real distribution $\rho=gu$ with itself. With $\tilde\rho(\mathbf k)=\int\rho\,e^{-i\mathbf k\cdot\mathbf r}d^3r$ and the Coulomb transform $4\pi/k^2$,

$$K=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde\rho(\mathbf k)|^2>0,$$

because $\rho$ is not identically zero. $\square$

## Lemma 3: the exponential ends after one term

*$e^{\pm T}=1\pm T$, and the CCD equations are*

$$E=E_0+Kt,\qquad K+(E_1-E_0)t-Kt^2=0. \tag{2}$$

*Proof.* $P^2$ would create two electrons in the same spin orbital $u\alpha$, so $P^2=0$ and every power of $T$ beyond the first vanishes. Hence $e^T\Phi_0=\Phi_0+t\Phi_1$.

On the left we need $\langle\Phi_0|P$ and $\langle\Phi_1|P$, which are the conjugates of $P^\dagger\Phi_0$ and $P^\dagger\Phi_1$. The operator $P^\dagger$ moves two electrons from $u$ back to $g$. Therefore $P^\dagger\Phi_0=0$, as $\Phi_0$ has no electron in $u$, and $P^\dagger\Phi_1=\Phi_0$. This gives

$$\langle\Phi_0|(1-T)=\langle\Phi_0|,\qquad \langle\Phi_1|(1-T)=\langle\Phi_1|-t\langle\Phi_0|.$$

The energy is $\langle\Phi_0|H|\Phi_0+t\Phi_1\rangle=E_0+tK$, since $K$ is real. The amplitude equation is

$$\big(\langle\Phi_1|-t\langle\Phi_0|\big)H\big(|\Phi_0\rangle+t|\Phi_1\rangle\big)=K+tE_1-tE_0-t^2K=0.\ \square$$

The quadratic term arises from $-T$ acting to the left and $+T$ acting to the right. It equals $-t$ times the correlation energy $Kt$.

## Proof of the theorem

Multiplying the second equation of (2) by $-1$ and using $E_1-E_0=2\Delta$ gives (1). Since $K\neq0$ it is a true quadratic, with roots

$$t_\pm=\frac{2\Delta\pm\sqrt{4\Delta^2+4K^2}}{2K}=\frac{\Delta\pm\sqrt{\Delta^2+K^2}}{K}. \tag{3}$$

The quantity under the root is positive, so both roots are real and distinct. Their product is the constant term divided by the leading coefficient, $-K/K=-1$, so they have opposite signs.

For the energies, insert $t=(E-E_0)/K$ into (1) and multiply by $K$:

$$(E-E_0)^2-(E_1-E_0)(E-E_0)-K^2=0.$$

Taking out the common factor $(E-E_0)$ leaves $(E-E_0)-(E_1-E_0)=E-E_1$, hence

$$(E-E_0)(E-E_1)=K^2. \tag{4}$$

This is the secular equation of the matrix

$$\begin{pmatrix}E_0&K\\K&E_1\end{pmatrix},$$

which by Lemma 1 is the whole gerade singlet block of full CI. The relation $E=E_0+Kt$ is one-to-one, so the two distinct roots give the two distinct eigenvalues, with none missing and none spurious:

$$E_\pm=E_0+\Delta\pm\sqrt{\Delta^2+K^2}.\ \square$$

## Remark 1: what the product means

The first row of the eigenvalue problem for $c_0\Phi_0+c_1\Phi_1$ is $E_0c_0+Kc_1=Ec_0$. If $c_0$ were zero, $K\ne0$ would force $c_1=0$ as well. Both eigenvectors can therefore be scaled to $c_0=1$, and then $c_1=(E-E_0)/K=t$. The CCD states are the eigenvectors $\Psi_\pm=\Phi_0+t_\pm\Phi_1$, and

$$\langle\Psi_-|\Psi_+\rangle=1+t_-t_+=0.$$

The product $-1$ expresses the orthogonality of the two states.

A large upper root signals a poor reference for that state. Dividing (1) by $-t^2$ and setting $t'=1/t$ gives $Kt'^2+2\Delta t'-K=0$, the same equation with $E_0$ and $E_1$ exchanged. This is CCD built on $\Phi_1$. In that description the upper state has amplitude $1/t_+=-t_-$, as small in magnitude as that of the lower state built on $\Phi_0$.

## Remark 2: the amplitude as a diagnostic

The squared norm of $\Psi$ is $1+t^2$. The weight of $\Phi_1$ is $t^2/(1+t^2)$, and each unit of that weight puts two electrons in $u$:

$$n_u=\frac{2t^2}{1+t^2}. \tag{5}$$

Replacing $t$ by $-1/t$ gives $2/(1+t^2)$, so the values of $n_u$ in the two states add to 2. For the lower root, multiplying numerator and denominator of (3) by $\Delta+\sqrt{\Delta^2+K^2}$ gives

$$t_-=-\frac{K}{\Delta+\sqrt{\Delta^2+K^2}}. \tag{6}$$

If $\Delta>0$, the denominator exceeds $K$, so $|t_-|<1$ and $\Phi_0$ has the larger weight.

Two limits follow from the ratio $x=K/\Delta$.

- *Weak coupling, $\Delta>0$ and $x\ll1$.* From $\sqrt{1+x^2}\approx1+x^2/2-x^4/8$ one finds $t_-\approx-x/2+x^3/8$ and $t_+\approx2/x$. The lower root is the one that tends to zero with the coupling.
- *Near degeneracy, $|\Delta|\ll K$.* Then $t_\pm\approx\pm1+\Delta/K$. Both determinants have nearly equal weight and $n_u\to1$. This is static correlation: no single determinant of these orbitals dominates.

## Remark 3: what the quadratic term does

Keep only terms of first order in $T$, so that $e^{-T}He^T$ is replaced by $H+[H,T]$. The $t^2$ term disappears, leaving $K+2\Delta t=0$ and

$$t_{\rm lin}=-\frac{K}{2\Delta},\qquad E_{\rm lin}=E_0-\frac{K^2}{2\Delta}.$$

By (6), the full equation gives $E_-=E_0-K^2/(\Delta+\sqrt{\Delta^2+K^2})$. For $\Delta>0$ its denominator is larger than $2\Delta$, so $E_{\rm lin}$ lies below $E_-$. As $\Delta\to0$ with $K$ finite, $E_{\rm lin}$ diverges while $E_-$ tends to $E_0-K$. In this model the quadratic term is what keeps the energy finite at degeneracy.

## Remark 4: separated atoms

Let $R$ be so large that products $a(\mathbf r)b(\mathbf r)$ are negligible. Then

$$g^2\to u^2\to\tfrac12(a^2+b^2),\qquad gu\to\tfrac12(a^2-b^2).$$

Put $U=(aa|aa)$. Two distant spherical charges repel as $(aa|bb)\to1/R$, so

$$K\to\tfrac14\left(U+U-\tfrac2R\right)=\tfrac12\left(U-\tfrac1R\right).$$

An electron on one atom has the atomic energy $E_{\rm H}$ (in this basis) and is attracted by the far nucleus, so $h_g,h_u\to E_{\rm H}-1/R$. The pair repulsion is $(gg|gg)\to\frac12(U+1/R)$. Adding up,

$$E_0\to2E_{\rm H}-\tfrac2R+\tfrac12\left(U+\tfrac1R\right)+\tfrac1R=2E_{\rm H}+K.$$

$E_1$ has the same limit, so $\Delta\to0$ and $t_\pm\to\pm1$. The energies become $E_-\to2E_{\rm H}$ and $E_+\to2E_{\rm H}+U-1/R$. The spatial functions explain this:

$$g(1)g(2)-u(1)u(2)\to a(1)b(2)+b(1)a(2),$$
$$g(1)g(2)+u(1)u(2)\to a(1)a(2)+b(1)b(2).$$

The lower state has one electron on each atom. The upper state has both on the same atom, which costs $U$ and gains the ionic attraction $-1/R$. The determinant $\Phi_0$ is an equal mixture of the two, hence its error $K$.

## Worked example: H2 in the STO-3G basis

At $R=1.4$ bohr the integrals, in hartree, are $h_g=-1.252797$, $h_u=-0.475602$, $(gg|gg)=0.674594$, $(uu|uu)=0.697495$, $V_{nn}=0.714286$ and $K=0.181258$. Lemma 2 gives

$$E_0=2(-1.252797)+0.674594+0.714286=-1.116714,$$
$$E_1=2(-0.475602)+0.697495+0.714286\approx0.46058.$$

Half the difference is $\Delta=0.788645$, and $\sqrt{\Delta^2+K^2}=0.809207$. From (3),

$$t_-=\frac{0.788645-0.809207}{0.181258}\approx-0.1134,\qquad t_+=\frac{0.788645+0.809207}{0.181258}\approx8.815.$$

Their product is $-1$ within rounding. The energies are

$$E_-=-1.116714-0.020562=-1.137276,$$
$$E_+=-1.116714+1.597852=0.481138,$$

which agree with diagonalization of the full two-electron space to all printed digits. The correlation energy $E_--E_0$ is $-0.020562$ hartree ($-0.5595$ eV) in this basis, about half of the $-0.040$ hartree that full CI gives in the much larger cc-pVQZ basis. The upper state lies 1.618 hartree (44.04 eV) above the lower one. That gap belongs to the minimal basis, which gives the electrons no other gerade orbital to use, and is not a prediction for the real molecule.

Stretching the bond changes the character of the lower state:

| $R$ (bohr) | $\Delta$ (hartree) | $K$ (hartree) | $t_-$ | $n_u$ |
|---|---|---|---|---|
| 1.4 | 0.7886 | 0.1813 | −0.113 | 0.025 |
| 3.0 | 0.2268 | 0.2351 | −0.425 | 0.306 |
| 6.0 | 0.0161 | 0.3040 | −0.948 | 0.947 |

At 1.4 bohr the doubly excited determinant has a weight of $n_u/2\approx1.3\%$. At 6.0 bohr it has 47%, close to the even mixture of the degenerate limit. The estimate $t_-\approx-1+\Delta/K=-0.947$ is already close to the root there. The trend survives in a large basis but the digits do not: full CI in cc-pVQZ gives 0.020, 0.196 and 0.880 for the occupation of the second natural orbital at the three distances.

The linearized energy is too low by 0.0003 hartree at 1.4 bohr and by 0.022 hartree at 3.0 bohr, relative to full CI in the same basis. At 6.0 bohr it is $-3.51$ hartree against the correct $-0.9334$ hartree, the divergence of Remark 3 at work.

At 20 bohr, $U=0.774606$ hartree gives $K=\frac12(0.774606-0.05)=0.362303$ hartree. One atom has $E_{\rm H}=-0.466582$ hartree in this basis. The determinant energy is $-0.933164+0.362303=-0.570861$ hartree, too high by $K$, while the lower CCD root gives $-0.933164$ hartree, the energy of two separate atoms. The size of this error belongs to the basis: with the doubly occupied gerade orbital optimized in aug-cc-pVTZ it is about 0.26 hartree at the same distance. The remaining values are in the numerical output.

## Where the result stops

The agreement is with full CI in the chosen basis. Whatever the two fixed basis functions cannot describe is missing from both. The STO-3G atom itself lies 0.033 hartree above the exact non-relativistic value of $-0.5$ hartree, mostly because the function is fitted to a Slater exponent of 1.24 instead of the free-atom value 1. The same three-Gaussian fit with exponent 1 gives $-0.4949$ hartree, and $U=0.625$ instead of $0.775$ hartree.

The proof rests on three facts. Inversion symmetry removes the single excitations; with unequal atoms this argument is lost. There is one double excitation, and its square vanishes; a larger set of orbitals generally brings further amplitudes, and equation (1) then no longer represents the whole problem. Finally, $K\neq0$. If $K$ were set to zero in the $2\times2$ model with $\Delta\neq0$, (1) would reduce to $-2\Delta t=0$. The root $t=0$ would give $\Phi_0$, and the other eigenstate, $\Phi_1$, could not be written as $\Phi_0+t\Phi_1$ with finite $t$. The second root has then moved to infinity, as $t_+\approx2\Delta/K$ indicates for $\Delta>0$.

## Numbers as computed

```
H2, STO-3G; energies in hartree; t and n_u have no unit
gerade singlets among 6 determinants: 2
R (bohr)                             1.4          3.0          6.0
overlap S (no unit)             0.659318     0.226190     0.012531
h_g                            -1.252797    -0.880883    -0.639604
h_u                            -0.475602    -0.669233    -0.626732
(gg|gg)                         0.674594     0.543158     0.467465
(uu|uu)                         0.697495     0.573432     0.473962
nuclear repulsion               0.714286     0.333333     0.166667
E0                             -1.116714    -0.885275    -0.645077
E1                              0.460576    -0.431701    -0.612834
K                               0.181258     0.235117     0.304020
Delta                           0.788645     0.226787     0.016121
sqrt(Delta^2+K^2)               0.809207     0.326669     0.304447
t lower root                   -0.113438    -0.424817    -0.948378
t upper root                    8.815352     2.353956     1.054432
product of roots               -1.000000    -1.000000    -1.000000
CCD energy, lower              -1.137276    -0.985157    -0.933402
full CI, lower                 -1.137276    -0.985157    -0.933402
CCD energy, upper               0.481138    -0.331819    -0.324509
full CI, upper                  0.481138    -0.331819    -0.324509
n_u, lower state                0.025410     0.305759     0.947047
n_u, upper state                1.974590     1.694241     1.052953
t linearized CCD               -0.114917    -0.518366    -9.429170
E linearized CCD               -1.137544    -1.007152    -3.511728
R=1.4 bohr: E_lower - E0 = -0.020562 hartree = -0.5595 eV
R=1.4 bohr: E_upper - E_lower = 1.618414 hartree = 44.039 eV
Separated limit, R = 20.0 bohr
one H atom, STO-3G: -0.466582 hartree
two H atoms, STO-3G: -0.933164 hartree
U = (aa|aa): 0.774606 hartree
K: 0.362303 hartree
E0: -0.570861 hartree
CCD lower: -0.933164 hartree
CCD upper: -0.208558 hartree
t lower, upper: -1.000000, 1.000000
n_u, lower state: 1.000000
```
